# Scale Length of a Bulk MOS Transistor from a Two-Region Tangent Equation: test program

```python
"""
Scale length of a bulk MOS transistor: result under test.

An insulator (thickness t, permittivity eps_i) lies on a depleted
semiconductor (depth w, permittivity eps_s). Gate and depletion edge are
equipotentials. The excess potential of source and drain decays along the
channel as exp(-pi x / lam), where lam is the largest root of
    tan(pi t/lam)/eps_i + tan(pi w/lam)/eps_s = 0,
and for a thin insulator lam -> w + (eps_s/eps_i) t.
ratio = eps_s/eps_i, k = pi/lam. Lengths in nm, potentials in V.
The independent side is a finite-volume solution of Poisson's equation.
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse.linalg import spsolve

pi = np.pi


def matching(k, t, w, ratio):
    """Determinant of the two interface conditions (no tangent poles)."""
    return np.cos(k*t)*np.sin(k*w) + ratio*np.sin(k*t)*np.cos(k*w)


def scale_length(t, w, ratio):
    m = max(t, w)
    k = brentq(matching, 0.45*pi/m, pi/m*(1 - 1e-9), args=(t, w, ratio),
               xtol=1e-15, rtol=1e-14)
    return pi/k


def cubic_estimate(t, w, ratio):
    lin = w + ratio*t
    return lin - pi**2*ratio*(ratio**2 - 1)*t**3/(3*lin**2)


class Column:
    """Finite-volume lattice across layers (thickness, permittivity, cells)."""

    def __init__(self, layers, eps_doped=None):
        h = np.concatenate([np.full(n, d/n) for d, e, n in layers])
        eps = np.concatenate([np.full(n, float(e)) for d, e, n in layers])
        g = eps/h
        self.diag = np.r_[g, 0] + np.r_[0, g]
        self.off = -g
        self.mass = (np.r_[eps*h, 0] + np.r_[0, eps*h])/2
        doped = h*(eps == eps_doped) if eps_doped else 0*h
        self.doped = (np.r_[doped, 0] + np.r_[0, doped])/2
        self.stiff = sp.diags([self.off, self.diag, self.off],
                              [-1, 0, 1]).tocsr()

    def decay(self, screening=0.0, count=2):
        """Smallest lateral decay constants, both outer ends grounded."""
        m = self.mass
        d = (self.diag + screening)[1:-1]/m[1:-1]
        e = self.off[1:-1]/np.sqrt(m[1:-2]*m[2:-1])
        val = eigh_tridiagonal(d, e, eigvals_only=True, select='i',
                               select_range=(0, count - 1))
        return np.sqrt(val)


def plane(col, nx, hx):
    """Two-dimensional stiffness matrix and doped volumes."""
    width = np.full(nx, hx)
    width[[0, -1]] = hx/2
    g = np.full(nx - 1, 1/hx)
    along = sp.diags([-g, np.r_[g, 0] + np.r_[0, g], -g], [-1, 0, 1])
    stiff = sp.kron(sp.diags(width), col.stiff) \
        + sp.kron(along, sp.diags(col.mass))
    return stiff.tocsr(), np.kron(width, col.doped)


def solve_potential(stiff, charge, fixed, value, v_th):
    """Newton solution with acceptors and Boltzmann holes.
    charge = q N/eps0 times doped volume. Starting from zero potential
    the iterates rise monotonically to the solution."""
    free = ~fixed
    a = stiff[free][:, free]
    b = -stiff[free][:, fixed] @ value[fixed]
    c = charge[free]
    u = np.zeros(free.sum())
    for _ in range(200):
        holes = np.exp(-u/v_th)
        res = a @ u - b + c*(1 - holes)
        step = spsolve((a + sp.diags(c*holes/v_th)).tocsc(), -res)
        u += step
        if np.max(np.abs(step)) < 1e-10:
            break
    else:
        raise RuntimeError("Newton iteration did not converge")
    phi = value.copy()
    phi[free] = u
    return phi


# ---- determinant and bounds against lattice eigenvalues
worst = 0.0
for t, w, r in [(1, 24, 3), (2, 24, 3), (8, 24, 3), (20, 24, 3),
                (24, 24, 3), (30, 24, 3), (10, 24, 0.5), (6, 24, 1)]:
    lam_lattice = pi/Column([(t, 1, 400), (w, r, 400)]).decay()[0]
    worst = max(worst, abs(scale_length(t, w, r)/lam_lattice - 1))
    if t < w:
        assert max(w, 2*t) < lam_lattice < 2*w
assert worst < 1e-4

# ---- thin-insulator limit: the remainder must follow the cubic term
for r in (3.0, 0.5):
    t, w = 0.002, 1.0
    remainder = w + r*t - scale_length(t, w, r)
    predicted = w + r*t - cubic_estimate(t, w, r)
    assert abs(remainder/predicted - 1) < 0.01
assert abs(scale_length(5, 20, 1.0) - 25) < 1e-9

# ---- example inputs (rough typical values)
eps_i, eps_s = 3.9, 11.7
ratio = eps_s/eps_i
t_ox, length, temp = 2.0, 60.0, 300.0
n_acc, n_i, n_val = 2e18, 1e10, 2.7e19       # cm^-3
psi_s, v_bi, v_drain = 0.85, 1.05, 1.0       # V
x_j, n_gate = 25.0, 1e20                    # nm, cm^-3
barrier, mass_ox = 3.1, 0.4                 # eV, electron masses
v_th = sc.k*temp/sc.e
source = sc.e*n_acc*1e6/sc.epsilon_0*1e-18   # q N/eps0 in V/nm^2
w_dep = np.sqrt(2*eps_s*psi_s/source)
v_gate = psi_s + source*w_dep*t_ox/eps_i
lam = scale_length(t_ox, w_dep, ratio)
k1 = pi/lam
k2 = brentq(matching, pi/w_dep, 2*pi/w_dep, args=(t_ox, w_dep, ratio))
k_lat = Column([(t_ox, eps_i, 200), (w_dep, eps_s, 800)]).decay()
assert np.allclose([k1, k2], k_lat, rtol=1e-4)
tan_sum = np.tan(k1*t_ox)/eps_i + np.tan(k1*w_dep)/eps_s
assert abs(tan_sum) < 1e-9

# ---- two-dimensional Laplace solution: one live wall, decay at interface
col = Column([(t_ox, eps_i, 2), (w_dep, eps_s, 24)])
nx, hx, ny = 141, 1.0, 27
stiff, _ = plane(col, nx, hx)
fixed = np.zeros((nx, ny), bool)
value = np.zeros((nx, ny))
fixed[:, [0, -1]] = True
fixed[0, :] = True
value[0, 1:-1] = 1.0
box = solve_potential(stiff, np.zeros(nx*ny), fixed.ravel(),
                      value.ravel(), v_th).reshape(nx, ny)
lam_box = pi*20/np.log(box[60, 2]/box[80, 2])
assert abs(lam_box/lam - 1) < 0.005          # lattice spacing error

# ---- is the depletion edge an equipotential? holes included, edge taken
# from the depletion charge; the misfit must shrink when the tail sharpens
fine = Column([(t_ox, eps_i, 20), (60.0, eps_s, 600)], eps_s)


def holes_1d(column, v_t):
    n = column.diag.size
    fix = np.zeros(n, bool)
    fix[[0, -1]] = True
    val = np.zeros(n)
    val[0] = v_gate
    phi = solve_potential(column.stiff, source*column.doped, fix, val, v_t)
    holes = np.exp(-phi/v_t)
    w_charge = np.sum(column.doped*(1 - holes))
    screened = pi/column.decay(source*column.doped*holes/v_t)[0]
    return phi, w_charge, screened


_, w_warm, lam_warm = holes_1d(fine, v_th)
_, w_cold, lam_cold = holes_1d(fine, v_th/16)
misfit_warm = lam_warm/scale_length(t_ox, w_warm, ratio) - 1
misfit_cold = lam_cold/scale_length(t_ox, w_cold, ratio) - 1
assert abs(misfit_warm) < 0.015
assert abs(misfit_cold) < 0.001

# ---- nonlinear two-dimensional solution with a junction at x <= 0
deep = Column([(t_ox, eps_i, 2), (90.0, eps_s, 90)], eps_s)
long_phi, _, lam_deep = holes_1d(deep, v_th)
ny, hx = 93, 2.0
x = np.arange(-20.0, 160.0 + hx/2, hx)
nx = x.size
stiff, doped = plane(deep, nx, hx)
depth = np.arange(ny) - 2.0
block = (x[:, None] <= 0) & (depth >= 0) & (depth <= x_j)


def edge_depth(column_phi):
    """Depth where the hole density is half the acceptor density."""
    level = v_th*np.log(2)
    j = np.nonzero(column_phi > level)[0][-1]
    f = (column_phi[j] - level)/(column_phi[j] - column_phi[j + 1])
    return depth[j] + f


def junction(wall):
    fix = block.copy()
    fix[:, [0, -1]] = True
    val = np.where(block, wall, 0.0)
    val[:, 0] = v_gate
    phi = solve_potential(stiff, source*doped, fix.ravel(), val.ravel(),
                          v_th).reshape(nx, ny)
    excess = phi[:, 2] - long_phi[2]

    def local(x1, x2):
        i, j = np.argmin(abs(x - x1)), np.argmin(abs(x - x2))
        return pi*(x[j] - x[i])/np.log(excess[i]/excess[j])
    edges = [edge_depth(phi[np.argmin(abs(x - p))]) for p in (10, 30)]
    return local(10, 30), local(80, 100), edges


near_s, far_s, edge_s = junction(v_bi)
near_d, far_d, edge_d = junction(v_bi + v_drain)
# tolerance covers the 2 nm lattice and the last trace of nonlinearity
assert abs(far_s/lam_deep - 1) < 0.02
assert abs(far_d/lam_deep - 1) < 0.02

# ---- other neglected effects
psi_b = v_th*np.log(n_acc/n_i)
electron_ratio = np.exp((psi_s - 2*psi_b)/v_th)
w_gate = n_acc*w_dep/n_gate
lam_gate = pi/Column([(w_gate, eps_s, 100), (t_ox, eps_i, 200),
                      (w_dep, eps_s, 800)]).decay()[0]
field_s = source*w_dep/eps_s*10              # V/nm -> MV/cm
field_ox = field_s*ratio
field_j = np.sqrt(2*source*(v_bi + v_drain)/eps_s)*10
kappa = np.sqrt(2*mass_ox*sc.m_e*barrier*sc.e)/sc.hbar*1e-9
tunnel = np.exp(-2*kappa*t_ox)
debye = np.sqrt(eps_s*v_th/source)
eps_high = 20.0
t_high = t_ox*eps_high/eps_i
lam_high = scale_length(t_high, w_dep, eps_s/eps_high)

print(f"inputs: t = {t_ox} nm, L = {length} nm, T = {temp} K")
print(f"relative permittivities: {eps_i}, {eps_s}; ratio {ratio:.3f}")
print(f"acceptors {n_acc:.1e} cm^-3, surface potential {psi_s} V")
print(f"built-in {v_bi} V, drain bias {v_drain} V, junction {x_j} nm")
print(f"depletion depth W = {w_dep:.3f} nm")
print(f"gate potential above bulk reference = {v_gate:.3f} V")
print(f"scale length, tangent equation = {lam:.3f} nm")
print(f"linear estimate W + ratio t = {w_dep + ratio*t_ox:.3f} nm")
print(f"linear estimate error = {100*((w_dep+ratio*t_ox)/lam-1):.2f} %")
print(f"cubic estimate = {cubic_estimate(t_ox, w_dep, ratio):.3f} nm")
print(f"angles pi t/lam, pi W/lam = {k1*t_ox:.4f}, {k1*w_dep:.4f} rad")
print(f"their tangents = {np.tan(k1*t_ox):.4f}, {np.tan(k1*w_dep):.4f}")
print(f"decay length lam/pi = {lam/pi:.3f} nm")
print(f"second-mode scale length = {pi/k2:.3f} nm")
print(f"mid-channel factor, first mode = {np.exp(-k1*length/2):.4f}")
print(f"mid-channel factor, second mode = {np.exp(-k2*length/2):.5f}")
print(f"L/lam = {length/lam:.3f}")
print(f"2D Laplace scale length = {lam_box:.3f} nm")
print(f"largest determinant-lattice misfit = {worst:.1e}")
for t in (1.0, 2.0, 4.0, 8.0):
    print(f"t = {t} nm: tangent {scale_length(t, w_dep, ratio):.2f} nm, "
          f"linear {w_dep + ratio*t:.2f} nm, "
          f"cubic {cubic_estimate(t, w_dep, ratio):.2f} nm")
print(f"permittivity {eps_high}, t = {t_high:.2f} nm (same ratio*t): "
      f"lam = {lam_high:.2f} nm")
print(f"Debye length = {debye:.2f} nm")
print(f"charge-defined W with holes = {w_warm:.3f} nm")
print(f"lam with hole tail = {lam_warm:.3f} nm")
print(f"misfit to tangent equation at that W = {100*misfit_warm:.3f} %")
print(f"same misfit, thermal voltage/16 = {100*misfit_cold:.4f} %")
print(f"lam on coarse column of 2D junction model = {lam_deep:.2f} nm")
print(f"source side: local lam 10-30 nm {near_s:.2f} nm, "
      f"80-100 nm {far_s:.2f} nm")
print(f"drain side: local lam 10-30 nm {near_d:.2f} nm, "
      f"80-100 nm {far_d:.2f} nm")
print(f"half-hole depth, long channel = {edge_depth(long_phi):.2f} nm")
print(f"half-hole depth 10, 30 nm from source = "
      f"{edge_s[0]:.2f}, {edge_s[1]:.2f} nm")
print(f"half-hole depth 10, 30 nm from drain = "
      f"{edge_d[0]:.2f}, {edge_d[1]:.2f} nm")
print(f"twice the bulk Fermi potential = {2*psi_b:.3f} V")
print(f"electron/depletion capacitance estimate = {electron_ratio:.4f}")
print(f"gate doping {n_gate:.0e} cm^-3: gate depletion {w_gate:.3f} nm, "
      f"lam {lam_gate:.3f} nm")
print(f"acceptors/valence density of states = {n_acc/n_val:.3f}")
print(f"fields: silicon surface {field_s:.2f}, oxide {field_ox:.2f} MV/cm")
print(f"one-sided drain junction peak field = {field_j:.2f} MV/cm")
print(f"tunnel barrier {barrier} eV, mass {mass_ox} m0: "
      f"WKB factor {tunnel:.1e}")
print("all tests passed")
```

Output:

```
inputs: t = 2.0 nm, L = 60.0 nm, T = 300.0 K
relative permittivities: 3.9, 11.7; ratio 3.000
acceptors 2.0e+18 cm^-3, surface potential 0.85 V
built-in 1.05 V, drain bias 1.0 V, junction 25.0 nm
depletion depth W = 23.443 nm
gate potential above bulk reference = 1.285 V
scale length, tangent equation = 28.825 nm
linear estimate W + ratio t = 29.443 nm
linear estimate error = 2.15 %
cubic estimate = 28.715 nm
angles pi t/lam, pi W/lam = 0.2180, 2.5551 rad
their tangents = 0.2215, -0.6645
decay length lam/pi = 9.175 nm
second-mode scale length = 13.863 nm
mid-channel factor, first mode = 0.0380
mid-channel factor, second mode = 0.00112
L/lam = 2.082
2D Laplace scale length = 28.855 nm
largest determinant-lattice misfit = 1.2e-06
t = 1.0 nm: tangent 26.34 nm, linear 26.44 nm, cubic 26.33 nm
t = 2.0 nm: tangent 28.82 nm, linear 29.44 nm, cubic 28.71 nm
t = 4.0 nm: tangent 32.61 nm, linear 35.44 nm, cubic 31.42 nm
t = 8.0 nm: tangent 37.43 nm, linear 47.44 nm, cubic 29.48 nm
permittivity 20.0, t = 10.26 nm (same ratio*t): lam = 31.15 nm
Debye length = 2.89 nm
charge-defined W with holes = 23.158 nm
lam with hole tail = 28.769 nm
misfit to tangent equation at that W = 0.842 %
same misfit, thermal voltage/16 = 0.0130 %
lam on coarse column of 2D junction model = 28.78 nm
source side: local lam 10-30 nm 37.92 nm, 80-100 nm 28.86 nm
drain side: local lam 10-30 nm 38.13 nm, 80-100 nm 28.91 nm
half-hole depth, long channel = 22.72 nm
half-hole depth 10, 30 nm from source = 42.08, 25.96 nm
half-hole depth 10, 30 nm from drain = 51.44, 33.86 nm
twice the bulk Fermi potential = 0.988 V
electron/depletion capacitance estimate = 0.0048
gate doping 1e+20 cm^-3: gate depletion 0.469 nm, lam 29.173 nm
acceptors/valence density of states = 0.074
fields: silicon surface 0.73, oxide 2.18 MV/cm
one-sided drain junction peak field = 1.13 MV/cm
tunnel barrier 3.1 eV, mass 0.4 m0: WKB factor 1.2e-10
all tests passed
```
